# Two-band and band-averaged Eliashberg models of MgB2: Tc and gaps, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Magnesium diboride has two groups of Fermi-surface sheets, the $\sigma$ and the $\pi$ bands. Take as given the electron-phonon coupling matrix

$$\lambda_{\sigma\sigma}=1.017,\quad \lambda_{\sigma\pi}=0.213,\quad \lambda_{\pi\sigma}=0.155,\quad \lambda_{\pi\pi}=0.448,$$

where $\lambda_{ij}$ measures the scattering of an electron from band $i$ into band $j$. These four numbers are dimensionless and fix neither a temperature nor a gap, so the model is completed by round choices that are not fitted to anything. The phonons are one Einstein mode, $\omega_E=60$ meV, so that $\alpha^2F_{ij}(\nu)=\tfrac12\lambda_{ij}\omega_E\,\delta(\nu-\omega_E)$. The Coulomb repulsion is $\mu_{ij}=\mu^* n_j$ with $\mu^*=0.10$, where $n_j=N_j/N$ is the share of band $j$ in the density of states at the Fermi level and $N=N_\sigma+N_\pi$. The cutoff is $\omega_c=10\,\omega_E=600$ meV.

We set $\hbar=1$, and $T$ in a formula stands for $k_BT$, with $k_B=0.086173$ meV/K. With $\omega_n=\pi T(2n+1)$, $R_j(m)=\sqrt{\omega_m^2+\Delta_j(m)^2}$ and

$$\ell(l)=\frac{\omega_E^2}{\omega_E^2+(2\pi T l)^2},$$

the gap $\Delta_i(n)$ and the renormalization factor $Z_i(n)$ obey

$$Z_i(n)=1+\frac{\pi T}{\omega_n}\sum_{j}\sum_{m=-\infty}^{\infty}\lambda_{ij}\,\ell(n-m)\,g_j(m),\tag{1}$$

$$Z_i(n)\Delta_i(n)=\pi T\sum_j\sum_{m=-\infty}^{\infty} w_m\,[\lambda_{ij}\,\ell(n-m)-\mu_{ij}]\,\frac{\Delta_j(m)}{R_j(m)},\tag{2}$$

with $g_j(m)=\operatorname{sgn}\omega_m+w_m\,[\omega_m/R_j(m)-\operatorname{sgn}\omega_m]$. The weight $w_m$ imposes the cutoff. Each frequency stands for the interval $|\omega_m|\pm\pi T$, and $w_m$ is the fraction of that interval below $\omega_c$: for $m\ge0$ it is $\omega_c/2\pi T-m$ clipped to $[0,1]$, and it is even in frequency. A sharp cutoff would make the equations jump whenever a frequency crosses $\omega_c$; this one is continuous in $T$.

(a) Find $n_\sigma$, $n_\pi$ and the coupling $\bar\lambda$ of the band-averaged isotropic problem.

(b) Find $T_c$ of the two-band problem and of the isotropic problem, and decide whether their order depends on the numbers chosen.

(c) Find the two gap edges at 2 K and compare them with the isotropic gap edge.

(d) Find a physical situation in which the isotropic problem is the correct one.

## A tempting solution

The coupling is a symmetric interaction times the density of final states, so $n_i\lambda_{ij}=n_j\lambda_{ji}$. This gives $n_\sigma=0.4212$, $n_\pi=0.5788$ and, with the row sums $\lambda_i=\sum_j\lambda_{ij}$, the average $\bar\lambda=\sum_i n_i\lambda_i=0.8671$.

Near $T_c$ equation (2) is linear in the gap. Multiply it by $n_i$ and sum over $i$. On the right, $\sum_i n_i\lambda_{ij}=\sum_i n_j\lambda_{ji}=n_j\lambda_j$, so the pairing term contains $\sum_j n_j\lambda_j\Delta_j$, the Fermi-surface average of coupling times gap, which we write as $\bar\lambda\bar\Delta$ with $\bar\Delta=\sum_j n_j\Delta_j$. The Coulomb term gives $\mu^*\bar\Delta$. On the left stands the average of $Z\Delta$, which we write as $\bar Z\bar\Delta$, and $\bar Z$ is the one-band factor for the coupling $\bar\lambda$. The average gap thus obeys the isotropic equation with $\bar\lambda$ and $\mu^*$. It must appear at the isotropic transition temperature, and the band structure only shares out $\bar\Delta$ between the sheets. Solving the one-band equations gives $T_c=44.0$ K and a gap edge of 7.28 meV at 2 K, so the two-band $T_c$ is 44.0 K and $n_\sigma\Delta_\sigma+n_\pi\Delta_\pi=7.28$ meV. The measured transition of MgB2 lies at roughly 40 K, which seems to confirm the result.

## The fault

The weights, $\bar\lambda$ and the one-band numbers are right. The false step is the replacement of the average of a product by the product of averages. For two band quantities $a_j$, $b_j$ put $\delta a=a_\sigma-a_\pi$. Since $n_\sigma+n_\pi=1$, we have $a_\sigma=\bar a+n_\pi\delta a$ and $a_\pi=\bar a-n_\sigma\delta a$, and likewise for $b$. In $\sum_j n_ja_jb_j$ the terms linear in $\delta a$ or $\delta b$ carry the factor $n_\sigma n_\pi-n_\pi n_\sigma=0$, and the quadratic term carries $n_\sigma n_\pi^2+n_\pi n_\sigma^2=n_\sigma n_\pi$. Hence

$$\sum_j n_j a_j b_j=\bar a\,\bar b+n_\sigma n_\pi\,\delta a\,\delta b .\tag{3}$$

The argument dropped $n_\sigma n_\pi\,\delta\lambda\,\delta\Delta$ on the right and $n_\sigma n_\pi\,\delta Z\,\delta\Delta$ on the left. They vanish if the two gaps are equal or if the two row sums are equal. Here $\lambda_\sigma=1.230$ and $\lambda_\pi=0.603$, so $\delta\lambda=0.627$, and the true solution at $T_c$ has $\Delta_\pi/\Delta_\sigma=0.2813$ at the lowest frequency. In units of $\Delta_\sigma$ the mean gap is $0.4212+0.5788\times0.2813=0.584$, the kept term is $0.8671\times0.584=0.506$, and the dropped term is $0.4212\times0.5788\times0.627\times(1-0.2813)=0.110$, which is 22% of the kept one. The two dropped terms stand on opposite sides of the equation and offset each other in part, so their size alone does not settle the matter. The variational argument below shows that the net effect is never a lowering of $T_c$ and is here strictly a raising. Below $T_c$ the argument has a second gap: the equations contain $\Delta_j/R_j$, a nonlinear function, whose average is not the same function of $\bar\Delta$.

## The correct solution

### Origin of the equations and the band weights

Equations (1) and (2) are Migdal-Eliashberg theory: the self-energy is taken to first order in the phonon propagator with the full electron propagator, each band has a constant density of states over a range large against $\omega_E$, and the gap is uniform on each band. In the Nambu representation, with Pauli matrices $\tau_a$, write the self-energy of band $i$ as $\Sigma_i=i\omega_n(1-Z_i)+\phi_i\tau_1$. Then $G_j^{-1}=i\omega_mZ_j-\epsilon\tau_3-\phi_j\tau_1$. Because $(\epsilon\tau_3+\phi\tau_1)^2=\epsilon^2+\phi^2$, the inverse is

$$G_j=-\frac{i\omega_mZ_j+\epsilon\tau_3+\phi_j\tau_1}{\omega_m^2Z_j^2+\epsilon^2+\phi_j^2}.$$

The self-energy is $\Sigma_k(i\omega_n)=-T\sum_{k'm}|g_{kk'}|^2D(i\omega_n-i\omega_m)\,\tau_3G_{k'}(i\omega_m)\tau_3$ with $D(i\nu)=-2\omega_E/(\nu^2+\omega_E^2)$; its sign is checked against perturbation theory in the section on real frequencies. We have $-|g|^2D=V_{kk'}\,\ell(n-m)$ with $V_{kk'}=2|g_{kk'}|^2/\omega_E$. Replace $\sum_{k'}$ by $\sum_jN_j\int d\epsilon$. The $\tau_3$ term is odd in $\epsilon$ and drops out, $\int d\epsilon/(\epsilon^2+a^2)=\pi/a$ with $a=Z_jR_j$ for $\Delta_j=\phi_j/Z_j$, and $\tau_3\tau_1\tau_3=-\tau_1$. This gives

$$\Sigma_i=\pi T\sum_{jm}\lambda_{ij}\,\ell(n-m)\left[-\frac{i\omega_m}{R_j}+\frac{\Delta_j}{R_j}\tau_1\right].$$

The unit-matrix part is $i\omega_n(1-Z_i)$, which yields (1), and the $\tau_1$ part yields the phonon term of (2). An instantaneous repulsion adds $-\mu_{ij}$ to $\lambda_{ij}\ell$; it cancels from $Z$ because $\omega_m/R_j$ is odd in $\omega_m$. The cutoff is part of the definition of the model: above $\omega_c$ the gap is set to zero inside the sums, which removes the pair terms and turns $\omega_m/R_j$ into $\operatorname{sgn}\omega_m$.

The coupling that appears is the band average

$$\lambda_{ij}=\frac1{N_i}\sum_{k\in i}\sum_{k'\in j}V_{kk'}\,\delta(\epsilon_k)\,\delta(\epsilon_{k'}).$$

Since $V_{kk'}=V_{k'k}$, the double sum is symmetric in $i,j$, so $n_i\lambda_{ij}=n_j\lambda_{ji}$ and

$$\frac{N_\pi}{N_\sigma}=\frac{\lambda_{\sigma\pi}}{\lambda_{\pi\sigma}}=\frac{0.213}{0.155}=1.3742,\qquad n_\sigma=\frac1{2.3742}=0.4212,\qquad n_\pi=0.5788 .$$

The order of the indices matters here: reading the matrix transposed would invert the ratio. The isotropic coupling is the same double sum over the whole Fermi surface divided by $N$:

$$\bar\lambda=\sum_{ij}n_i\lambda_{ij}=0.4212\times1.230+0.5788\times0.603=0.8671 .$$

The Coulomb matrix has $\mu_{\sigma\sigma}=\mu_{\pi\sigma}=0.0421$ and $\mu_{\sigma\pi}=\mu_{\pi\pi}=0.0579$. It obeys the same symmetry, both its row sums $\mu_i$ equal $\mu^*$, and $\bar\mu=0.10$. This answers (a). The program tests the symmetry relation and the formula for $\bar\lambda$ on a random state-resolved $V_{kk'}$.

### The linearized equation as a symmetric eigenvalue problem

At $T_c$ we keep terms linear in $\Delta$, so $R_j\to|\omega_m|$ and $g_j\to\operatorname{sgn}\omega_m$. For $n\ge0$ the sum in (1) is done with $l=n-m$. Terms with $m\ge0$ have $l\le n$ and sign $+1$; terms with $m\le-1$ have $l\ge n+1$ and sign $-1$. As $\ell$ is even, the terms $l\le-n-1$ cancel the terms $l\ge n+1$, and $-n\le l\le n$ remains:

$$s(n)=\sum_m\ell(n-m)\operatorname{sgn}\omega_m=1+2\sum_{l=1}^n\ell(l),\qquad \frac{Z_i\omega_n}{\pi T}=D_i(n)=2n+1+\lambda_i\,s(n).$$

We look for a gap even in frequency. The index $-m-1$ belongs to $-\omega_m$, and $n-(-m-1)=n+m+1$, so the negative frequencies fold onto the positive ones. With $x_i(n)=\Delta_i(n)/(2n+1)$ the left side of (2) is $D_i(n)x_i(n)$, and on the right $\pi T\Delta_j/|\omega_m|=x_j(m)$:

$$D_i(n)\,x_i(n)=\sum_j\sum_{m\ge0}w_m\{\lambda_{ij}\,\ell^+(n,m)-2\mu_{ij}\}\,x_j(m),\tag{4}$$

where $\ell^+(n,m)=\ell(n-m)+\ell(n+m+1)$ is symmetric in $n,m$. Multiply by $\sqrt{n_iw_n}$ and set $u_i(n)=\sqrt{n_iw_n}\,x_i(n)$. The prefactor on the right becomes $\sqrt{n_iw_n}\,w_m/\sqrt{n_jw_m}=\sqrt{n_i/n_j}\sqrt{w_nw_m}$, and (4) reads $Mu=0$ with

$$M_{in,jm}=\sqrt{w_nw_m}\sqrt{\frac{n_i}{n_j}}\,\{\lambda_{ij}\ell^+(n,m)-2\mu_{ij}\}-\delta_{ij}\delta_{nm}D_i(n).\tag{5}$$

$M$ is symmetric, because $\sqrt{n_i/n_j}\,\lambda_{ij}=n_i\lambda_{ij}/\sqrt{n_in_j}$ is. Its interband element is $\sqrt{\lambda_{\sigma\pi}\lambda_{\pi\sigma}}=0.1817$.

Let $\rho(T)$ be the largest eigenvalue of $M$. Rows with $w_n=0$ may be kept; they are decoupled and have the negative eigenvalues $-D_i(n)$, so they never affect the sign of $\rho$, and with them $M$ has fixed size and entries continuous in $T$. For $T\to\infty$ only $w_0=\omega_c/2\pi T$ is nonzero and it tends to zero, so $M$ tends to a negative diagonal matrix. On cooling, the first eigenvalue to reach zero is the largest, and $T_c$ is the highest zero of $\rho(T)$. The entries of $M$ depend on $\omega_E/T$ and $\omega_c/T$ only, so at fixed $\omega_c/\omega_E$ the transition temperature is proportional to $\omega_E$; the same scaling holds for every energy in (1) and (2). The program tests that doubling both frequencies doubles $T_c$.

### The order of the two transition temperatures

For a symmetric matrix $\rho=\max_u u^TMu/u^Tu$, so any restricted family of vectors gives a lower bound on $\rho$. Take $u_i(n)=e_i\,y(n)$ with $e=(\sqrt{n_\sigma},\sqrt{n_\pi})$, a unit vector; this means $x_\sigma=x_\pi$, equal gaps in both bands. The norm is $u^Tu=y^Ty$. In $u^TMu$ the band sums are

$$\sum_{ij}\sqrt{n_i}\sqrt{\frac{n_i}{n_j}}\lambda_{ij}\sqrt{n_j}=\sum_{ij}n_i\lambda_{ij}=\bar\lambda,\qquad \sum_in_iD_i(n)=2n+1+\bar\lambda s(n),$$

and the Coulomb sum gives $\bar\mu$ in the same way. So $u^TMu=y^TM^{\rm iso}y$, where $M^{\rm iso}$ is (5) for one band with $\bar\lambda$ and $\bar\mu$. Maximizing over $y$ gives $\rho^{\rm iso}$, and therefore

$$\rho(T)\ge\rho^{\rm iso}(T)\quad\text{at every }T .\tag{6}$$

At $T_c^{\rm iso}$ this says $\rho\ge0$. Since $\rho$ is continuous and negative at high temperature, it has a zero at or above $T_c^{\rm iso}$, so $T_c\ge T_c^{\rm iso}$. The proof uses only the symmetry of $n_i\lambda_{ij}$ and $n_i\mu_{ij}$ and the weighting of the averages with $n_i$, so within this model the order does not depend on the numbers. The isotropic problem is the two-band problem under the constraint of equal gaps, and the tempting solution imposed that constraint without saying so.

The inequality is strict for our data. If $\rho(T_c^{\rm iso})$ were zero, the trial vector would reach the maximum of the quotient and be an eigenvector, so one function $x(n)$ would solve (4) in both bands:

$$(2n+1)x(n)+\lambda_i\,Q(n)=-2\mu_i\sum_mw_mx(m),\qquad Q(n)=s(n)x(n)-\sum_mw_m\ell^+(n,m)x(m).$$

Subtracting the two equations, with $\mu_\sigma=\mu_\pi=\mu^*$, gives $(\lambda_\sigma-\lambda_\pi)Q(n)=0$, so $Q=0$. What is left is $(2n+1)x(n)=-2\mu^*\sum_mw_mx(m)$. Multiplying by $w_nx(n)$ and summing gives $\sum_nw_n(2n+1)x(n)^2=-2\mu^*(\sum_mw_mx(m))^2$. The left side is non-negative and the right side non-positive for $\mu^*\ge0$, which forces $x=0$. Hence $\rho(T_c^{\rm iso})>0$ and $T_c>T_c^{\rm iso}$ whenever the row sums of $\lambda$ differ and those of $\mu$ agree. The computed value is $\rho(T_c^{\rm iso})=0.41$.

The coupling of the uniform vectors to the rest can be written down. Let $e^\perp=(\sqrt{n_\pi},-\sqrt{n_\sigma})$. For a band matrix $a$ with the symmetry above, $\sum_je_j\sqrt{n_i/n_j}\,a_{ij}=\sqrt{n_i}\,a_i$, and projecting on $e^\perp$ gives $\sqrt{n_\sigma n_\pi}(a_\sigma-a_\pi)$; the diagonal term gives $\sqrt{n_\sigma n_\pi}(D_\sigma-D_\pi)$. With equal Coulomb row sums the off-diagonal block of $M$ between $e$ and $e^\perp$ is

$$B_{nm}=\sqrt{n_\sigma n_\pi}\,(\lambda_\sigma-\lambda_\pi)\,[\sqrt{w_nw_m}\,\ell^+(n,m)-\delta_{nm}s(n)] .\tag{7}$$

Its two terms are the two covariances dropped in the tempting solution. If $\lambda_\sigma=\lambda_\pi$, then $B=0$ and the problem splits into the isotropic channel and a channel in which the gaps have opposite signs. In the second the phonon pairing strength is the other eigenvalue of the $\lambda$ matrix, trace minus $\bar\lambda$, and the uniform Coulomb matrix $\mu^*ee^T$ does not act. The two transition temperatures then agree provided the isotropic channel leads. Keeping the interband elements and choosing $\lambda_{\sigma\sigma}=0.6541$, $\lambda_{\pi\pi}=0.7121$, so that both row sums are $\bar\lambda$, the other eigenvalue is $0.6541+0.7121-0.8671=0.4991$, and the program finds and asserts $T_c=T_c^{\rm iso}=44.04$ K. It also tests (6) on random admissible matrices at three temperatures.

### The transition temperatures

At $T_c$, 19 positive frequencies per band carry nonzero weight $w_m$ (18 lie below $\omega_c$, and the last, just above it, enters with a partial weight, since $\omega_c/2\pi k_BT_c=18.13$). The zero of $\rho(T)$ is found by bisection-type root search, after a scan from 12 to 200 K that shows a single change of sign. The results are

$$T_c=61.1\ \text{K}\ \ (k_BT_c=5.27\ \text{meV}=0.0878\,\omega_E),$$

$$T_c^{\rm iso}=44.0\ \text{K}\ \ (k_BT_c=3.80\ \text{meV}=0.0633\,\omega_E),$$

and $61.13/44.04=1.388$. The tempting answer is 28% below the true two-band value. Two independent tests support these numbers. The kernel of (2) is built without folding or symmetrization, on positive and negative frequencies and with $Z$ from an explicit long sum, and its largest eigenvalue is 1 at the computed $T_c$; this also shows that no odd-frequency eigenvalue of the kernel exceeds 1 at that temperature. And the nonlinear equations are solved at $0.97$, $0.98$ and $0.99\,T_c$: the square of $\Delta_\sigma(0)$ extrapolates to zero at $T/T_c=1.0000$, the gap ratio extrapolates to within 0.001 of the eigenvector value 0.2813, and at $1.03\,T_c$ the iteration decays to zero.

A second trial family, vectors that vanish on the $\pi$ band, reduces $M$ to its $\sigma\sigma$ block and gives the lower bound $T_c\ge55.8$ K. This block pairs with $\lambda_{\sigma\sigma}$ and $\mu_{\sigma\sigma}$ but keeps the full $\lambda_\sigma$ in $D_\sigma$. Both the pure $\sigma$ vector and the uniform vector are beaten by a mixture with a small $\pi$ part.

The size of the gain depends on how the Coulomb repulsion is distributed. The variant $\mu_{ij}=\mu^*\delta_{ij}$ has the same row sums and the same average, hence the same isotropic problem, and (6) applies to it as well. It gives $T_c=56.3$ K, a ratio of 1.28. The direction of this change follows from (5). The symmetrized uniform matrix is $\mu^*ee^T$ and the diagonal one is $\mu^*\mathbb 1$; their difference $\mu^*(\mathbb 1-ee^T)$ is positive semidefinite, so the diagonal choice subtracts a non-negative quadratic form from $M$ and cannot raise $\rho$. A band-independent repulsion acts only on the uniform component of the gap, which an anisotropic gap partly avoids.

The gain need not come simply from a stronger $\sigma$ band. A crude estimate, not tested by the program, replaces $\ell$ by a square well of width $\omega_E$, sets $Z_i=1+\lambda_i$ and drops $\mu$. Then $\Delta_i=\mathcal L(T)\sum_j\Lambda_{ij}\Delta_j$ with $\Lambda_{ij}=\lambda_{ij}/(1+\lambda_i)$ and $\mathcal L=\pi T\sum_{|\omega_m|<\omega_E}1/|\omega_m|$, which grows logarithmically on cooling, and $T_c$ is set by $\Lambda_{\max}\mathcal L=1$. One finds $\Lambda_{\sigma\sigma}=1.017/2.230=0.456$, slightly below the isotropic $0.8671/1.8671=0.464$. With $\Lambda_{\pi\pi}=0.448/1.603=0.279$ and $\Lambda_{\sigma\pi}\Lambda_{\pi\sigma}=0.0955\times0.0967=0.0092$, the largest eigenvalue is $0.368+\sqrt{0.088^2+0.0092}=0.498$. In this estimate the phonon part of the gain needs the interband elements, which suggests that the high value of the $\sigma\sigma$ bound owes much to the small $\mu_{\sigma\sigma}=0.0421$.

We have found the band weights and $\bar\lambda$, and shown that within this model $T_c\ge T_c^{\rm iso}$ whatever the numbers, with 61.1 K against 44.0 K for the data chosen here. It remains to find the gap edges at 2 K, which requires continuation to real frequencies, and a physical situation in which the isotropic problem is correct.
